# London ring currents in 4n + 2 and 4n Hückel rings: a program that tests the result

```python
"""London ring currents in Hueckel rings.

Result under test: a half-filled ring of N = 2M sites with alternating hoppings
t1 >= t2 > 0, threaded by flux f (in units of h/e), has the energy curvature
  E''(0) = -(-1)^M 4 pi Int dw / (cosh(M u) - (-1)^M),
  cosh u = (w^2 + t1^2 + t2^2) / (2 t1 t2),  w over the whole real line.
It is positive (diamagnetic) for N = 4n+2 and negative (paramagnetic) for
N = 4n with t1 != t2. Energies are in eV, lengths in nm, the current is
I = -dE/dFlux, counterclockwise about the field; the electron charge is -e.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

SIDE = 0.14                      # nm, side of each regular polygon
FLUX_QUANTUM = const.h / const.e  # Wb


def polygon_sites(n_sites):
    radius = SIDE / (2 * np.sin(np.pi / n_sites))
    angles = 2 * np.pi * np.arange(n_sites) / n_sites
    return radius * np.column_stack((np.cos(angles), np.sin(angles)))


def polygon_area(n_sites):
    x, y = polygon_sites(n_sites).T
    return 0.5 * np.sum(x * np.roll(y, -1) - y * np.roll(x, -1))


def hamiltonian(n_sites, t1, t2, f, origin=(0.0, 0.0)):
    """Peierls phases from the line integral of A = B z x (r - origin) / 2."""
    sites = polygon_sites(n_sites)
    field = f / polygon_area(n_sites)     # flux quanta per nm^2
    h = np.zeros((n_sites, n_sites), complex)
    for j in range(n_sites):
        k = (j + 1) % n_sites
        step = sites[k] - sites[j]
        mid = 0.5 * (sites[k] + sites[j]) - np.array(origin)
        # A is linear in r, so its midpoint value gives the exact integral
        line_integral = 0.5 * field * (-mid[1] * step[0] + mid[0] * step[1])
        hop = t1 if j % 2 == 0 else t2
        h[k, j] = -hop * np.exp(-2j * np.pi * line_integral)
        h[j, k] = np.conj(h[k, j])
    return h


def energy(n_sites, t1, t2, f, origin=(0.0, 0.0)):
    levels = np.linalg.eigvalsh(hamiltonian(n_sites, t1, t2, f, origin))
    return 2 * np.sum(levels[:n_sites // 2])


def second_difference(func, h):
    return (-func(2*h) + 16*func(h) - 30*func(0.0)
            + 16*func(-h) - func(-2*h)) / (12 * h * h)


def curvature_numeric(n_sites, t1, t2, h=1e-3):
    """The step must be small against M (t1 - t2) / (2 pi sqrt(t1 t2)),
    the flux range over which the highest filled level bends for even M."""
    return second_difference(lambda f: energy(n_sites, t1, t2, f), h)


def flux_integral(n_sites, t1, t2, f):
    """Int dw / (cosh(M u) - (-1)^M cos(2 pi f)) over the real line."""
    m = n_sites // 2
    c = (-1)**m * np.cos(2 * np.pi * f)

    def integrand(w):
        u = np.arccosh(max(1.0, (w*w + t1*t1 + t2*t2) / (2*t1*t2)))
        decay = np.exp(-m * u)
        return 2 * decay / (1 + decay**2 - 2 * c * decay)

    near = quad(integrand, 0, 2, epsabs=1e-11, epsrel=1e-10, limit=200)[0]
    far = quad(integrand, 2, np.inf, epsabs=1e-11, epsrel=1e-10, limit=200)[0]
    return 2 * (near + far)


def curvature_integral(n_sites, t1, t2):
    sign = (-1)**(n_sites // 2)
    return -sign * 4 * np.pi * flux_integral(n_sites, t1, t2, 0.0)


def curvature_by_level(n_sites, t1, t2):
    """Contributions of the doubly filled levels q = 2 pi k / M."""
    m = n_sites // 2
    q = 2 * np.pi * np.arange(m) / m
    a, b = t1*t1 + t2*t2, 2*t1*t2
    g = np.sqrt(a + b * np.cos(q))
    parts = (2*np.pi/m)**2 * (b*np.cos(q)/g + b*b*np.sin(q)**2/(2*g**3))
    return -g, parts


def curvature_uniform(n_sites, t):
    return 4 * t * (2*np.pi/n_sites)**2 / np.sin(np.pi/n_sites)


def bond_currents(n_sites, t1, t2, f):
    """Charge current in ampere on each bond, from the continuity equation."""
    h = hamiltonian(n_sites, t1, t2, f)
    orbitals = np.linalg.eigh(h)[1][:, :n_sites // 2]
    currents = []
    for j in range(n_sites):
        k = (j + 1) % n_sites
        overlap = np.sum(np.conj(orbitals[k]) * orbitals[j])
        particle_rate = 2 * 2 * np.imag(overlap * h[k, j]) * const.e / const.hbar
        currents.append(-const.e * particle_rate)
    return np.array(currents)


t, t1, t2 = 2.5, 2.8, 2.2        # eV, round model parameters

# Gauge origin has no effect on the energy
for n in (6, 8):
    assert abs(energy(n, t1, t2, 0.23) - energy(n, t1, t2, 0.23, (0.7, -1.3))) < 1e-11

# Uniform 4n+2 rings: energy at finite flux and curvature
for n in (6, 10, 14):
    for f in (0.1, 0.31, -0.45):
        closed = -4*t*np.cos(2*np.pi*f/n)/np.sin(np.pi/n)
        assert abs(energy(n, t, t, f) - closed) < 1e-11
    assert np.isclose(curvature_numeric(n, t, t), curvature_uniform(n, t), rtol=1e-6)

# Uniform 4n rings: cusp of the singlet, diamagnetic triplet
for n in (4, 8, 12):
    for f in (0.0, 0.05, -0.2, 0.4):
        closed = -4*t*np.cos(2*np.pi*(abs(f)-0.5)/n)/np.sin(np.pi/n)
        assert abs(energy(n, t, t, f) - closed) < 1e-11
    slope = (energy(n, t, t, 1e-6) - energy(n, t, t, 0.0)) / 1e-6
    assert np.isclose(slope, -8*np.pi*t/n, rtol=1e-5)

    def triplet_energy(f, n=n):
        lev = np.linalg.eigvalsh(hamiltonian(n, t, t, f))
        return 2*np.sum(lev[:n//2 - 1]) + lev[n//2 - 1] + lev[n//2]
    triplet_formula = 4*t*(2*np.pi/n)**2/np.tan(np.pi/n)
    assert np.isclose(second_difference(triplet_energy, 2e-3), triplet_formula, rtol=1e-6)

# The two identities behind the general sign rule
for x, y in ((3.0, 0.5), (7.0, 2.0)):
    def log_ratio(w, x=x, y=y):
        return np.log((w*w + x)/(w*w + y))
    value = (quad(log_ratio, 0, 5)[0] + quad(log_ratio, 5, np.inf)[0]) / np.pi
    assert abs(value - (np.sqrt(x) - np.sqrt(y))) < 1e-7
for m in (2, 3, 4, 5):
    u, f = 0.37, 0.21
    product = np.prod(2*np.cosh(u) + 2*np.cos(2*np.pi*(np.arange(m)+f)/m))
    assert np.isclose(product, 2*np.cosh(m*u) - 2*(-1)**m*np.cos(2*np.pi*f), rtol=1e-11)

# General slope, curvature and sign for many rings and alternations
for n in range(4, 17, 2):
    for p, q in ((2.6, 2.4), (2.8, 2.2), (3.2, 1.6)):
        numeric = curvature_numeric(n, p, q)
        assert np.isclose(numeric, curvature_integral(n, p, q), rtol=1e-5, atol=1e-5)
        assert np.isclose(numeric, np.sum(curvature_by_level(n, p, q)[1]),
                          rtol=1e-5, atol=1e-5)
        assert (numeric > 0) == (n % 4 == 2)
        f, h = 0.17, 1e-4
        slope = (energy(n, p, q, f+h) - energy(n, p, q, f-h)) / (2*h)
        formula = -2*(-1)**(n//2)*np.sin(2*np.pi*f)*flux_integral(n, p, q, f)
        assert np.isclose(slope, formula, rtol=1e-5, atol=1e-6)
assert np.isclose(curvature_integral(6, t, t), curvature_numeric(6, t, t), rtol=1e-6)
assert np.isclose(curvature_numeric(4, t1, t2),
                  -4*np.pi**2*t1*t2**2/(t1**2 - t2**2), rtol=1e-6)

# Weak alternation: the highest filled level dominates the 4n curvature
weak1, weak2 = 2.51, 2.49
weak_total = curvature_numeric(8, weak1, weak2, h=2e-4)
weak_top = -(2*np.pi/4)**2 * 2*weak1*weak2/(weak1 - weak2)
assert abs(weak_total/weak_top - 1) < 0.02

# Worked example
B = 1.0                          # tesla
print(f"side of polygons = {SIDE:.2f} nm; field B = {B:.1f} T")
print(f"flux quantum h/e = {FLUX_QUANTUM:.5e} Wb")
print(f"hoppings: uniform t = {t:.1f} eV; alternated t1 = {t1:.1f} eV, t2 = {t2:.1f} eV")
for name, n, p, q in (("benzene", 6, t, t), ("octagon", 8, t1, t2)):
    area = polygon_area(n)
    f = B * area * 1e-18 / FLUX_QUANTUM
    curvature = curvature_numeric(n, p, q)
    current = -curvature * const.e * f / FLUX_QUANTUM
    bonds = bond_currents(n, p, q, f)
    assert np.allclose(bonds, current, rtol=1e-5, atol=0)
    magnetizability = -curvature*const.e*(area*1e-18/FLUX_QUANTUM)**2
    moment = current * area * 1e-18
    mu_B = const.physical_constants["Bohr magneton"][0]
    print(f"{name}: area = {area:.5f} nm^2")
    print(f"{name}: flux fraction f at B = {f:.4e}")
    print(f"{name}: energy at f = 0: {energy(n, p, q, 0.0):.4f} eV")
    if n == 6:
        k = np.array([-1, 0, 1])
        levels = -2*t*np.cos(2*np.pi*k/n)
        parts = -2*levels*(2*np.pi/n)**2
    else:
        k = np.arange(n//2)
        levels, parts = curvature_by_level(n, p, q)
    assert np.isclose(np.sum(parts), curvature, rtol=1e-6)
    for kk, level, part in zip(k, levels, parts):
        print(f"  k = {kk:2d}: level {level:.4f} eV, part of E'' {part:.4f} eV")
    print(f"{name}: curvature E''(0) = {curvature:.4f} eV")
    print(f"{name}: ring current at B = {current*1e9:.3f} nA")
    print(f"{name}: bond current from orbitals = {np.mean(bonds)*1e9:.3f} nA")
    print(f"{name}: orbital moment at B = {moment/mu_B:.4e} Bohr magnetons")
    print(f"{name}: magnetizability = {magnetizability:.4e} J/T^2")
    print(f"{name}: molar value = {magnetizability*const.mu_0*const.N_A:.4e} m^3/mol")

print("E''(0) in eV by ring size:")
for n in (6, 10, 14):
    print(f"  N = {n:2d}: uniform {curvature_numeric(n, t, t):.3f},"
          f" alternated {curvature_numeric(n, t1, t2):.3f}")
for n in (4, 8, 12, 16):
    print(f"  N = {n:2d}: alternated {curvature_numeric(n, t1, t2):.3f}")
print(f"uniform N = 8 singlet: slope dE/df at f = 0+ = {-8*np.pi*t/8:.4f} eV")
print(f"uniform N = 8 triplet: E''(0) = {4*t*(np.pi/4)**2/np.tan(np.pi/8):.4f} eV")
print(f"weak alternation N = 8, t1 = {weak1:.2f} eV, t2 = {weak2:.2f} eV:")
print(f"  E''(0) = {weak_total:.1f} eV, top level alone {weak_top:.1f} eV")
print("all assertions hold")
```

Running it gives:

```
side of polygons = 0.14 nm; field B = 1.0 T
flux quantum h/e = 4.13567e-15 Wb
hoppings: uniform t = 2.5 eV; alternated t1 = 2.8 eV, t2 = 2.2 eV
benzene: area = 0.05092 nm^2
benzene: flux fraction f at B = 1.2313e-05
benzene: energy at f = 0: -20.0000 eV
  k = -1: level -2.5000 eV, part of E'' 5.4831 eV
  k =  0: level -5.0000 eV, part of E'' 10.9662 eV
  k =  1: level -2.5000 eV, part of E'' 5.4831 eV
benzene: curvature E''(0) = 21.9325 eV
benzene: ring current at B = -10.462 nA
benzene: bond current from orbitals = -10.462 nA
benzene: orbital moment at B = -5.7445e-05 Bohr magnetons
benzene: magnetizability = -5.3275e-28 J/T^2
benzene: molar value = -4.0317e-10 m^3/mol
octagon: area = 0.09464 nm^2
octagon: flux fraction f at B = 2.2883e-05
octagon: energy at f = 0: -25.4436 eV
  k =  0: level -5.0000 eV, part of E'' 6.0797 eV
  k =  1: level -3.5609 eV, part of E'' 4.1472 eV
  k =  2: level -0.6000 eV, part of E'' -50.6640 eV
  k =  3: level -3.5609 eV, part of E'' 4.1472 eV
octagon: curvature E''(0) = -36.2899 eV
octagon: ring current at B = 32.171 nA
octagon: bond current from orbitals = 32.171 nA
octagon: orbital moment at B = 3.2829e-04 Bohr magnetons
octagon: magnetizability = 3.0446e-27 J/T^2
octagon: molar value = 2.3040e-09 m^3/mol
E''(0) in eV by ring size:
  N =  6: uniform 21.932, alternated 19.638
  N = 10: uniform 12.775, alternated 9.511
  N = 14: uniform 9.052, alternated 5.212
  N =  4: alternated -178.337
  N =  8: alternated -36.290
  N = 12: alternated -12.969
  N = 16: alternated -5.749
uniform N = 8 singlet: slope dE/df at f = 0+ = -7.8540 eV
uniform N = 8 triplet: E''(0) = 14.8921 eV
weak alternation N = 8, t1 = 2.51 eV, t2 = 2.49 eV:
  E''(0) = -1527.2 eV, top level alone -1542.1 eV
all assertions hold
```
